# Finite edge attachment and the capture number of a circular island

## Definitions and conventions

A circular island of radius $R$ lies on a terrace where adatoms diffuse with coefficient $D$. Their number per unit area is $n$, and $r$ is the distance from the island centre. At the edge, the current into the island per unit length is

$$D\,\partial_r n=k\,(n-n_{\rm eq}),\qquad r=R. \tag{1}$$

The attachment coefficient $k$ is a velocity, and $n_{\rm eq}$ is the density at which attachment and detachment balance. Both are constant along the edge. The ratio $\ell=D/k$ is the attachment length, and $u=n-n_{\rm eq}$ is the excess density.

Let $J$ be the net number of adatoms attached per unit time from the lower terrace. Adatoms that land on top of the island are not counted. The capture number $\sigma$ is defined by

$$J=\sigma D\,(\bar n-n_{\rm eq}). \tag{2}$$

It is dimensionless. Its value depends on the choice of reference density $\bar n$, for which two cases are treated.

* **Capture zone.** The terrace $\Omega$, of area $A$, surrounds the island and has an outer boundary that no adatom crosses. The deposition rate per area is $F$, so $D\nabla^2n+F=0$. Here $\bar n$ is the mean of $n$ over $\Omega$.
* **Screened terrace.** The other islands act as a smooth sink, $\nabla^2n=(n-\bar n)/\xi^2$, with screening length $\xi$. Here $\bar n$ is the density far away.

The state is steady. In a zone with $n_{\rm eq}=0$, the mean residence time of an adatom is the number present divided by the throughput, $A\bar n/J=A/(\sigma D)$. The island must grow little during this time. The equations are classical and keep their form in atomic units.

## Theorem

Let $\sigma_0$ be the capture number for $k\to\infty$ in the same surroundings.

**(a)** For an island at the centre of a circular zone of radius $L$, and for a screened terrace at fixed $\xi$,

$$\frac1\sigma=\frac1{\sigma_0}+\frac{D}{2\pi Rk}. \tag{3}$$

**(b)** For a zone of any shape, with the island anywhere in it,

$$\frac1{\sigma_0}+\frac{\ell}{2\pi R}\le\frac1\sigma\le\frac1{\sigma_0}+V\frac{\ell}{2\pi R},\qquad V=\frac{2\pi R}{J^2}\oint q_0^2\,dl, \tag{4}$$

where $q_0$ is the edge current per length for $k\to\infty$. If $q_0$ is uniform, $V=1$ and (3) holds.

## Lemma 1: the drop at the edge

Integrating (1) around the edge gives $J=k\oint u\,dl=2\pi Rk\,\langle u\rangle_R$, where $\langle u\rangle_R$ is the edge average. Hence

$$\frac{D\langle u\rangle_R}{J}=\frac{D}{2\pi Rk}=\frac{\ell}{2\pi R}. \tag{5}$$

With $J$ as current and $Du$ as potential, this is the resistance of the edge, a dimensionless number.

## Proof of (a)

In both geometries $n$ depends on $r$ alone, so $\langle u\rangle_R=n(R)-n_{\rm eq}$. Split the total drop:

$$\bar n-n_{\rm eq}=[\bar n-n(R)]+[n(R)-n_{\rm eq}].$$

Multiply by $D/J$. The left side becomes $1/\sigma$ by (2), and the last bracket becomes $\ell/(2\pi R)$ by (5). It remains to show that $D[\bar n-n(R)]/J$ does not depend on $k$. For $k\to\infty$ the edge drop vanishes, so this quantity is then $1/\sigma_0$.

**Capture zone.** The radial equation is $(rn')'=-Fr/D$. One integration with $n'(L)=0$ gives

$$rn'=\frac{F}{2D}(L^2-r^2).$$

Dividing by $r$ and integrating from $R$,

$$n(r)=n(R)+\frac{F}{2D}\left[L^2\ln\frac rR-\frac{r^2-R^2}{2}\right].$$

The mean over the ring is $\frac{2}{L^2-R^2}\int_R^L n\,r\,dr$. The two integrals needed are

$$\int_R^L r\ln\frac rR\,dr=\frac{L^2}{2}\ln\frac LR-\frac{L^2-R^2}{4},\qquad \int_R^L r\,\frac{r^2-R^2}{2}\,dr=\frac{(L^2-R^2)^2}{8}.$$

Therefore

$$\bar n-n(R)=\frac{F}{D(L^2-R^2)}\left[\frac{L^4}{2}\ln\frac LR-\frac{L^2(L^2-R^2)}{4}-\frac{(L^2-R^2)^2}{8}\right].$$

In the steady state every adatom deposited on the ring reaches the island, so $J=\pi F(L^2-R^2)$. Put $\theta=R^2/L^2$, so that $\ln(L/R)=-\tfrac12\ln\theta$. The square bracket is then $\frac{L^4}{8}[-2\ln\theta-2(1-\theta)-(1-\theta)^2]$, and

$$\frac1{\sigma_0}=\frac{D[\bar n-n(R)]}{J}=\frac{-2\ln\theta-(1-\theta)(3-\theta)}{8\pi(1-\theta)^2}. \tag{6}$$

Neither $k$ nor $n_{\rm eq}$ appears.

**Screened terrace.** The solution that tends to $\bar n$ is $n=\bar n-B\,K_0(r/\xi)$, with modified Bessel functions $K_0$, $K_1$ and $K_0'=-K_1$. With $x=R/\xi$,

$$J=2\pi RD\,n'(R)=2\pi DB\,xK_1(x),\qquad \bar n-n(R)=B\,K_0(x).$$

The amplitude $B$ carries all the dependence on $k$, and it cancels:

$$\frac1{\sigma_0}=\frac{K_0(x)}{2\pi x\,K_1(x)}. \tag{7}$$

This proves (a). $\square$

## Lemma 2: a minimum principle

Let $\mathbf q$ be any current field in $\Omega$ with $\nabla\cdot\mathbf q=F$ and no flow through the outer boundary, and let $q_n$ be its flow into the island per unit length. Then $\oint q_n\,dl=FA=J$. Define

$$E[\mathbf q]=\frac1D\int_\Omega|\mathbf q|^2\,dA+\frac1k\oint q_n^2\,dl .$$

The true current $\mathbf j=-D\nabla u$ minimizes $E$, and $E[\mathbf j]=J\bar u$, where $\bar u=\bar n-n_{\rm eq}$.

**Proof.** Write $\mathbf q=\mathbf j+\mathbf p$. Then $\nabla\cdot\mathbf p=0$, and $\mathbf p$ has no outer flow. The outward normal of $\Omega$ at the edge points into the island, so the divergence theorem gives

$$\frac1D\int\mathbf j\cdot\mathbf p\,dA=-\int\nabla u\cdot\mathbf p\,dA=-\oint u\,p_n\,dl.$$

By (1), $j_n/k=u$, so the edge part of the cross term is $+\oint u\,p_n\,dl$. The two cancel. What remains beside $E[\mathbf j]$ is quadratic in $\mathbf p$ and not negative, so $E[\mathbf q]\ge E[\mathbf j]$.

For the value, use $\nabla\cdot\mathbf j=F$:

$$\frac1D\int|\mathbf j|^2dA=-\int\nabla u\cdot\mathbf j\,dA=-\oint u\,j_n\,dl+F\int u\,dA.$$

Adding the edge part $\oint u\,j_n\,dl$ leaves $F\int u\,dA=FA\bar u=J\bar u$. $\square$

## Proof of (b)

From (2), $1/\sigma=D\bar u/J=DE[\mathbf j]/J^2$, that is,

$$\frac1\sigma=\frac1{J^2}\min_{\mathbf q}\left[\int|\mathbf q|^2dA+\ell\oint q_n^2\,dl\right]. \tag{8}$$

For $\ell=0$ the minimum of the first term alone gives $1/\sigma_0$. For $\ell>0$ the first term is therefore at least $J^2/\sigma_0$. The Cauchy–Schwarz inequality gives $J^2=(\oint q_n\,dl)^2\le2\pi R\oint q_n^2\,dl$, so the second term is at least $\ell J^2/(2\pi R)$. This is the lower bound. Inserting the current field for $k\to\infty$ into (8) gives the upper bound. $\square$

The mean edge drop (5) holds in every zone. When the flux is uneven, a finite $k$ also redistributes the current over the edge, and this raises the terrace part above $1/\sigma_0$.

The excess over the sum stays bounded as $\ell$ grows. To see this, insert into (8) a fixed field $\mathbf q_*$ with uniform edge flow. Then $1/\sigma\le J^{-2}\int|\mathbf q_*|^2dA+\ell/(2\pi R)$, in which only the last term contains $\ell$. The relative error of the sum thus vanishes for $\ell\to\infty$.

## Remarks on meaning and limits

**What $k$ changes.** In a capture zone $J=FA$ for every $k>0$. Within this model, slow attachment does not reduce the steady growth rate. It raises the adatom density needed to sustain that rate, $\bar n-n_{\rm eq}=FA/(\sigma D)$. This holds only while adatoms neither desorb nor form new islands. If pairs are stable, they form at a rate of order $\sigma_1Dn^2$ per area, where $\sigma_1$, of order one, is the capture number of an adatom. For $n_{\rm eq}=0$ this is small against $F$ only if $D/(Fa^4)\gg\sigma_1(A/a^2)^2/\sigma^2$, where $a$ is the lattice spacing. In the example below $A/a^2\approx7540$, and the bound is about $5\times10^7\sigma_1$ for $E_B=0.10$ eV and $2\times10^9\sigma_1$ for $0.15$ eV. At lower $D/F$ a large barrier leads to new islands, and the growth rate of the given island falls. By (5), the edge takes the share $\sigma\ell/(2\pi R)$ of the total drop.

**Small island.** For $\theta\to0$, (6) becomes $1/\sigma_0\simeq[4\ln(L/R)-3]/(8\pi)$. This grows logarithmically as $R$ falls, while the edge term grows as $1/R$. At fixed $L$ and $\ell>0$, the edge term is therefore the larger one for small enough $R$. The crossover lies near $R=4\ell/[4\ln(L/R)-3]$, provided that this radius is much smaller than $L$. By (6), $2\pi R/\sigma_0$ vanishes both for $R\to0$ and for $R\to L$, and its maximum is about $0.2L$, near $R=L/4$. For $\ell$ above this value, as in the example below, there is no crossover and the edge term is the larger one at every $R$. For smaller $\ell$ the terrace term is the larger one only between this small radius and a second, larger one. For a weak barrier this radius can be smaller than the lattice spacing, and then no real island reaches this limit.

**Narrow ring.** Let $w=L-R\ll R$ and $\epsilon=1-\theta\simeq2w/R$. Since $-2\ln(1-\epsilon)=2\epsilon+\epsilon^2+\tfrac23\epsilon^3+\dots$ and $(1-\theta)(3-\theta)=2\epsilon+\epsilon^2$, (6) gives $1/\sigma_0\simeq\epsilon/(12\pi)\simeq w/(6\pi R)$. Hence $1/\sigma\simeq(w/3+\ell)/(2\pi R)$, and the edge dominates when $\ell>w/3$.

**Strong screening.** For $\xi\ll R$, $K_0/K_1\to1$ and $1/\sigma\simeq(\xi+\ell)/(2\pi R)$. The two lengths add.

**Whole-zone average.** If the excess is averaged over the full area $\pi L^2$, with zero on the island, the mean is multiplied by $1-\theta$. Both terms of (3) then carry this factor.

## Corollary: screening that depends on $\sigma$

Take $n_{\rm eq}=0$ and equal islands of density $N$, and neglect their area and the pairing of adatoms. The smooth sink removes $D\sigma Nn$ per area, so $D\nabla^2n+F-D\sigma Nn=0$. This is the screened equation with

$$\xi^{-2}=\sigma N,\qquad \bar n=F\xi^2/D .$$

Equation (3) still holds, but with $\sigma_0$ at the actual $\xi$. Let $\sigma_\infty$ be the self-consistent value for $k\to\infty$. Then, at fixed $N$ and $R$,

$$\frac1\sigma>\frac1{\sigma_\infty}+\frac{\ell}{2\pi R}\qquad(\ell>0). \tag{9}$$

**Proof.** Since $\sigma=x^2/(NR^2)$, multiplying (3) by $x^2$ gives

$$NR^2=\frac{x}{2\pi}\frac{K_0(x)}{K_1(x)}+\frac{\ell x^2}{2\pi R}. \tag{10}$$

From $K_0=\int_0^\infty e^{-x\cosh t}dt$ and $K_1=\int_0^\infty\cosh t\,e^{-x\cosh t}dt$, the ratio $K_1/K_0$ is the mean of $\cosh t$ under the weight $e^{-x\cosh t}$. It exceeds 1, and its derivative is minus the variance of $\cosh t$. So $K_0/K_1$ increases with $x$, and the right side of (10) increases from zero without limit. There is one root, and it falls when $\ell$ rises. Thus $\xi=R/x$ grows.

With $(xK_1)'=-xK_0$, the derivative of $K_0/(xK_1)$ is $(K_0^2-K_1^2)/(xK_1^2)<0$. By (7), $1/\sigma_0$ therefore grows with $\xi$ and exceeds $1/\sigma_\infty$. $\square$

## Lemma 3: the attachment length on a lattice

Consider a straight edge on a square lattice of spacing $a$, without detachment. The hop rate in each direction is $h$, so $D=ha^2$. The last hop, from site 1 to the absorbing site 0, has an extra barrier $E_B$ and the same prefactor. Its rate is $he^{-\beta}$, with $\beta=E_B/k_BT$.

Let $c_j$ be the occupation of site $j$, and neglect deposition over the few sites next to the edge. The same current $I$ passes each link:

$$I=h(c_2-c_1)=he^{-\beta}c_1 .$$

The linear profile extrapolates to $c(0)=c_1-(c_2-c_1)=(e^\beta-1)I/h$, and its slope is $I/(ha)$. Equation (1) with $n_{\rm eq}=0$ says $n=\ell\,n'$ at the edge, so

$$\ell=a\,(e^{E_B/k_BT}-1). \tag{11}$$

For $E_B=0$ the edge is a perfect sink. Equation (11) holds for an edge along a lattice row. A round edge on the same lattice is stepped and has about $8R/a$ attachment links instead of $2\pi R/a$. If every link has the rate $he^{-\beta}$ and the adatom density is nearly uniform along the edge, the edge term is smaller by a factor of about $\pi/4$, and a larger $R/a$ does not remove this difference. Using (11) for a round island therefore means assigning the straight-edge value of $k$ to the whole edge.

## Worked example

Take the round parameters $a=3$ Å, $R=30$ Å, $L=150$ Å, $T=300$ K and $E_B=0.10$ eV, with $n_{\rm eq}=0$. The thermal energy is 0.02585 eV, and (11) gives $\ell=140.6$ Å (265.6 bohr). This straight-edge value is assigned to the whole edge. Counting the links of a stepped round edge on the square lattice would make the edge term below smaller by a fifth to a quarter: a disc of radius $10a$ has 80 links if centred on a cell and 84 if centred on a site, against $2\pi R/a=62.8$.

With $\theta=0.04$, (6) gives

$$\frac1{\sigma_0}=\frac{6.438-0.96\times2.96}{8\pi\times0.96^2}=0.155,\qquad \frac{\ell}{2\pi R}=\frac{140.6}{188.5}=0.746.$$

The sum is $1/\sigma=0.901$. The capture number falls from $\sigma_0=6.44$ to $\sigma=1.11$, and the edge takes 83% of the density drop. At fixed geometry and temperature, the barrier acts as follows.

| $E_B$ (eV) | $\ell$ (Å) | $\sigma$ | edge share |
|---|---|---|---|
| 0 | 0 | 6.44 | 0 |
| 0.05 | 17.8 | 4.01 | 0.38 |
| 0.10 | 140.6 | 1.11 | 0.83 |
| 0.15 | 990 | 0.185 | 0.97 |

The two resistances are equal at $\ell=2\pi R/\sigma_0=29.3$ Å. With the straight-edge value (11) this corresponds to $E_B=k_BT\ln(1+29.3/3)=0.061$ eV. With the link count of a stepped round edge it is closer to 0.07 eV.

**Self-consistent screening.** Keep $R$ and $\ell$, and set $N=1/(\pi L^2)=1.41\times10^{-5}$ Å$^{-2}$. Solving (10) numerically gives $\xi=142$ Å and $\sigma_\infty=3.52$ for $k\to\infty$. For the finite $k$ it gives $\xi=282$ Å and $\sigma=0.886$. At this longer $\xi$, $\sigma_0$ is 2.61, and indeed $1/2.61+0.746=1/0.886$. Inserting $\sigma_\infty$ instead would give 0.971, which is 9.6% above the self-consistent value. These numbers need not equal the zone values, since the two models use different surroundings and different reference densities, and the screened one neglects the island area.

**Off-centre island.** Move the island by 75 Å inside the same circular zone. A finite-volume solution on a conformally mapped grid gives $1/\sigma_0=0.239$ and $V=1.10$. The bounds (4) are 0.985 and 1.062, and the computed $1/\sigma$ is 1.000. The sum is thus exceeded by 1.5%, provided that $\sigma_0$ belongs to the displaced geometry. The concentric result, 0.901, would be about 10% too low.

## Relation to real surfaces

A spacing near 3 Å and islands some nanometres across are ordinary for metal epitaxy. The extra attachment barrier of 0.10 eV is chosen for illustration and does not describe a particular surface. For clean metal homoepitaxy, attachment from the lower terrace is often taken as nearly unhindered, which corresponds to the first row of the table. For a given material the barrier must come from a measurement or a calculation. Real zones are irregular, and the displacement above shows a shift of about 11% in $1/\sigma$ relative to the concentric case. Adatoms landing on the island are also left out. If all of them joined it, the growth rate in the example would rise by $\theta/(1-\theta)$, about 4%. Real edges also have kinks and corners, so $k$ may vary along them, and neither (3) nor (4) then applies as it stands.
